# Contact block reduction: transmission from closed eigenstates and its convergence

## Two sites between two leads

Take a chain with on-site energy $2t$ and hopping $-t$, where $t>0$. Call two neighbouring sites the device and the two half-infinite remainders the leads. A wave $e^{ikaj}$, with site number $j$ and spacing $a$, has energy

$$E=2t-2t\cos ka=t(2-\lambda-\lambda^{-1}),\qquad \lambda=e^{ika}.$$

The chain is uniform, so the transmission must be $T=1$.

A wave leaving site 1 to the left has amplitude $\psi_0=\lambda\psi_1$ on the first lead site. The equation at site 1, $(E-2t)\psi_1+t\psi_2+t\psi_0=0$, then contains $t\lambda\psi_1$ in place of the lead. In the form $(E-H_0-\Sigma)\psi=0$ this is a self-energy $\Sigma=-t\lambda$. The same holds at site 2.

Near the band bottom $\lambda\approx1$, so $\Sigma\approx-t$. Move this constant into the closed Hamiltonian:

$$H_N=\begin{pmatrix}t&-t\\-t&t\end{pmatrix},\qquad \Sigma_N=\Sigma+t=t(1-\lambda).$$

The closed eigenstates are symmetric, with energy $0$, and antisymmetric, with energy $2t$. The open Green function is diagonal in them:

$$G_s=\frac1{E-t(1-\lambda)}=\frac{1}{t(1-\lambda^{-1})},\qquad G_a=\frac1{E-2t-t(1-\lambda)}=\frac{-1}{t(1+\lambda^{-1})}.$$

Hence

$$G_{12}=\tfrac12(G_s-G_a)=\frac{1}{2t}\left[\frac{\lambda}{\lambda-1}+\frac{\lambda}{\lambda+1}\right]=\frac{\lambda}{t(\lambda-\lambda^{-1})}=\frac{\lambda}{2it\sin ka}.$$

With $\Gamma=i(\Sigma-\Sigma^*)=2t\sin ka$ and $T=\Gamma^2|G_{12}|^2$, derived below, $T=1$ as required.

Now discard the upper state, so that $G_{12}=G_{11}=G_s/2$. Since $|\lambda-1|^2=4\sin^2(ka/2)$,

$$T=\frac{4t^2\sin^2ka}{4t^2\cdot4\sin^2(ka/2)}=\cos^2\frac{ka}{2}.$$

The reflection amplitude, up to a phase, is $-1+i\Gamma G_{11}$. Using $\lambda/(\lambda-1)=e^{ika/2}/[2i\sin(ka/2)]$, it equals $-1+\cos(ka/2)\,e^{ika/2}=i\sin(ka/2)\,e^{ika/2}$, so $R=\sin^2(ka/2)$.

Two features carry over to large devices. With the shifted Hamiltonian $H_N$, low states suffice when the electron's wavelength is much longer than that of the discarded states, which here means $ka\ll1$. And $T+R=1$ although $T$ is wrong. What two sites cannot show is the role of the closed boundary condition, because symmetry fixes both eigenvectors whatever that condition is.

## The general scheme

The device has $N$ grid sites and a Hermitian Hamiltonian $H_0$, in which the bonds to the leads are cut and their on-site terms kept (hard walls). $N_C$ contact sites touch uniform leads. The electron moves coherently, with an effective mass, in a prescribed potential. Transmission is counted per spin and per valley, at zero wavevector along the gate width.

Each lead has transverse modes $\chi_m$ with energies $E_m$ and a constant potential $U_{\rm lead}$. Along the lead every mode is a chain, with

$$\cos k_ma=1-\frac{E-E_m-U_{\rm lead}}{2t},\qquad \lambda_m=e^{ik_ma}.$$

Open modes take the outgoing root; closed modes take the decaying one, with $\lambda_m$ real and $0<\lambda_m<1$ below the mode's band. As above, $\Sigma_m=-t\lambda_m$. Let $P_C$ project on the contact sites and write

$$H_0+\Sigma=H_N+\Sigma_N,\quad H_N=H_0-tP_C,\quad \Sigma_{N,m}=t(1-\lambda_m)\approx-itk_ma .$$

This is an identity. Physically, $H_N$ is the closed device with $\psi_0=\psi_1$ at each contact: zero slope, or Neumann, instead of a hard wall.

Let $g=(E-H_N)^{-1}$. Multiplying $(E-H_N-\Sigma_N)G=1$ by $g$ gives $G=g+g\Sigma_NG$. Because $\Sigma_N$ acts on contact sites alone, the contact block of this equation closes on itself:

$$G_C=(1-g_C\Sigma_N)^{-1}g_C,\qquad g_C=\sum_\alpha\frac{\psi_\alpha(C)\psi_\alpha(C)^\dagger}{E-\varepsilon_\alpha}.$$

With all $N$ eigenstates this is the open-system result for the grid, obtained from an $N_C\times N_C$ solve.

### Transmission

Let a wave of unit amplitude arrive in source mode $n$. In that mode, the lead solution gives $\psi_0=1+r$ and, continued one site, $\psi_1=\lambda_n+r\lambda_n^{-1}$. Eliminating $r$ yields $\psi_0=\lambda_n\psi_1+1-\lambda_n^2$. The first term is the self-energy; the second is a source:

$$(E-H_0-\Sigma)\psi=-t(1-\lambda_n^2)\chi_n=i\Gamma_n\lambda_n\chi_n,\qquad \Gamma_n=2t\sin k_na,$$

since $\lambda_n^{-1}-\lambda_n=-2i\sin k_na$. The amplitude in drain mode $m$ is therefore $i\Gamma_n\lambda_nG_{mn}$. A chain wave of amplitude $A$ carries particle current $(2t/\hbar)|A|^2\sin ka=\Gamma|A|^2/\hbar$. Dividing outgoing by incoming current and summing over open modes,

$$T=\sum_{mn}\Gamma_m|G_{mn}|^2\Gamma_n={\rm Tr}(\Gamma_SG_{SD}\Gamma_DG_{SD}^\dagger).$$

The last form uses $|G_{mn}|=|G_{nm}|$, valid here because $H_0$ is real. The reflected amplitude is $r_{mn}=\lambda_m\lambda_n(i\Gamma_nG_{mn}-\delta_{mn})$. After normalizing to flux and dropping phases, this is $-1+i\Gamma^{1/2}G_{SS}\Gamma^{1/2}$.

### Flux conservation does not measure convergence

Suppose $g_C$ is any Hermitian matrix, truncated or not, for which the solve exists. From $G=g(1+\Sigma_NG)$ and its adjoint,

$$(1+G^\dagger\Sigma_N^\dagger)G=(1+G^\dagger\Sigma_N^\dagger)g(1+\Sigma_NG)=G^\dagger(1+\Sigma_NG).$$

Rearranging, $G-G^\dagger=G^\dagger(\Sigma_N-\Sigma_N^\dagger)G=-iG^\dagger\Gamma G$. For $\mathcal S=-1+i\Gamma^{1/2}G\Gamma^{1/2}$ this gives

$$\mathcal S^\dagger\mathcal S=1-\Gamma^{1/2}\left[i(G-G^\dagger)-G^\dagger\Gamma G\right]\Gamma^{1/2}=1.$$

Thus $T+R$ equals the number of open source modes at every $M$. A flux check can expose some coding errors, such as a $\Gamma$ that does not match $\Sigma_N$, but neither missing states nor a wrong potential in the device.

## What the discarded states contribute

### Neumann states

For a uniform chain the eigenstates of $H_N$ with $\alpha\ge1$ are $\sqrt{2/N}\cos[\theta_\alpha(j-\tfrac12)]$, with $\theta_\alpha=\pi\alpha/N$ and $\varepsilon_\alpha=4t\sin^2(\theta_\alpha/2)$. Their weight on an end site is $(2/N)\cos^2(\theta_\alpha/2)$. Keep $\alpha=0,\dots,M-1$ and take $E\ll\varepsilon_M$. Replacing the remaining sum by an integral from the midpoint $\theta=(M-\tfrac12)\pi/N$,

$$\delta g_{11}\approx-\frac{1}{2\pi t}\int_\theta^\pi\cot^2\frac{\theta'}2\,d\theta'=-\frac{2\cot(\theta/2)+\theta-\pi}{2\pi t}\;\to\;-\frac{2}{\pi t\theta}\quad(\theta\ll1).$$

What matters is the product with the self-energy. With $|\Sigma_N|\approx tka$ and cutoff wavenumber $k_c=\theta/a$,

$$|\Sigma_N\,\delta g_{11}|\approx\frac2\pi\frac{k}{k_c}.$$

The grid spacing has dropped out. The element between the two ends has terms of alternating sign. It is of the order of half its first term, $1/(Nt\theta^2)$, and so smaller than $\delta g_{11}$ by a factor of about $2M$.

### Hard-wall states

The eigenstates of $H_0$ are $\sqrt{2/(N+1)}\sin(\theta_\alpha j)$, with $\theta_\alpha=\pi\alpha/(N+1)$. The end weight divided by energy is now $(2/(N+1))\cos^2(\theta_\alpha/2)/t$, which does not decrease at small $\theta_\alpha$. With $\theta=(M+\tfrac12)\pi/(N+1)$,

$$\delta g_{11}\approx-\frac1t\left[1-\frac{\theta+\sin\theta}{\pi}\right],\qquad|\Sigma|=t.$$

The product is close to one until a sizeable fraction of all grid states is kept. The complete sum gives $g_{11}\approx-1/t$ on a fine grid, so $1-g_{11}\Sigma$ is small, of order $ka$ like $1-\lambda$ (on a uniform chain of length $L$ it is about $ka\,[\cot kL-i]$ away from the closed levels), and this near-cancellation is what lets the wave out. Truncation removes it.

For fixed $M$ and $a\to0$, the kept end weights scale as $a^3$ and $t$ as $a^{-2}$. Then $g\Sigma\propto a\to0$, $\Gamma g\propto a^2$ and $T\propto a^4$. Refining the grid makes the result worse.

### A static correction

High states respond almost independently of $E$. Compute the full contact block once at a reference energy $E_r$ in the window and add the part missing there:

$$g_C(E)\approx\sum_{\alpha\le M}\frac{\psi_\alpha\psi_\alpha^\dagger}{E-\varepsilon_\alpha}+\left[g_C(E_r)-\sum_{\alpha\le M}\frac{\psi_\alpha\psi_\alpha^\dagger}{E_r-\varepsilon_\alpha}\right].$$

Here $\alpha$ counts from 1. Since $1/(E-\varepsilon)-1/(E_r-\varepsilon)=(E_r-E)/[(E-\varepsilon)(E_r-\varepsilon)]$, the remainder on the chain for $\theta\ll1$ is

$$\delta g_{11}^{\rm corr}\approx(E_r-E)\frac2\pi\int_\theta^\infty\frac{d\theta'}{t^2\theta'^4}=\frac{2(E_r-E)}{3\pi t^2\theta^3}.$$

The law changes from $1/k_c$ to $1/k_c^3$. Relative to the leading plain tail, the remainder is $|E-E_r|/(3\varepsilon_c)$, with $\varepsilon_c=t\theta^2$. The correction is Hermitian, so flux is still conserved.

## Pseudocode and cost

```
build H0, hopping t, lead levels and vectors chi
HN = H0 - t on each contact site
Q  = chi placed on contact sites          # N x p
eps, V = M lowest eigenpairs of HN        # sparse solver
B  = Q^T V                                # p x M
solve (Er - HN) X = Q
D  = Q^T X - B diag(1/(Er - eps)) B^T     # static term
for each E:
    lam   = outgoing or decaying root, each mode
    Sigma = diag(t (1 - lam));  Gamma = 2 t Im(lam)
    g = B diag(1/(E - eps)) B^T + D
    G = solve(1 - g Sigma, g)
    T = sum Gamma_S |G_SD|^2 Gamma_D
raise M until T settles over the window
```

Here $p$ is the number of lead modes kept at both contacts together. The eigenproblem and the static solve are done once. Each energy then costs of order $p^2M$ operations to form $g$ and $p^3$ to solve. If $p<N_C$, the omitted modes keep the zero-slope condition in place of their own self-energy, so all open modes must be retained.

## A germanium double-gate film

The film is 4 nm thick with a (111) surface. In the L valley along the normal, the heavy mass (roughly $1.6\,m_e$) confines and the light mass (roughly $0.08\,m_e$) transports, so the mass tensor is diagonal. The walls are hard. With $x$ along the 24 nm device, $z$ across the film, lengths in nm and energies in eV,

$$U=s(x)\,[0.15+0.02(z-2)]-0.1\,[1+h(x)],$$

where $h=\tanh[(x-17)/1.5]$ and $s=\tfrac12\{\tanh[(x-7)/1.5]-h\}$. This is a 0.15 eV barrier about 10 nm long, a gate field of 0.2 MV/cm and a drain bias of 0.2 V. Energies are measured from the source band edge. The grid has 1200 sites, 30 of them contact sites, and $t=5.29$ eV.

With all states kept, $T$ and $R$ at six energies agree within $10^{-13}$ with a scattering-wave calculation that solves for the reflected and transmitted amplitudes and uses no Green function. At one energy, a direct solve of the full open matrix reproduces the contact block to a relative $2\times10^{-14}$.

### The tail laws

The laws were tested on a fine chain of 1200 sites along the film's midplane, barrier and bias included, with $M=48$ and $E=0.25$ eV. The explicit sum over discarded Neumann states is $-3.91\times10^{-3}$ eV⁻¹; the law gives $-3.89\times10^{-3}$. For hard walls the values are $-7.73\times10^{-4}$ and $-7.72\times10^{-4}$ eV⁻¹, and for the corrected remainder $-3.93\times10^{-6}$ and $-3.89\times10^{-6}$ eV⁻¹.

The source wavenumber is 0.7245 nm⁻¹ and the cutoff 6.218 nm⁻¹, so $(2/\pi)k/k_c=0.637\times0.7245/6.218=0.074$. The computed product is 0.068. The difference is mainly the grid term: expanding the cotangent multiplies the leading tail by about $1-\pi\theta/4$, and $\theta=6.218\times0.02=0.124$ gives 0.90. For hard walls the product is 0.92.

The full chain transmission is 0.9709. Truncated Neumann states give 0.9589, and corrected ones agree with the full value to $10^{-5}$. Truncated hard-wall states give $8\times10^{-7}$.

### The film

The largest absolute error of $T$ between 0.05 and 0.35 eV, relative to all states on the same grid and with $E_r=0.20$ eV held fixed, is:

| $M$ | cutoff (eV) | hard wall | Neumann | corrected |
|---|---|---|---|---|
| 30 | 0.43 | 2.9 | 0.85 | 0.22 |
| 60 | 0.77 | 2.8 | 0.39 | 0.020 |
| 120 | 1.37 | 2.7 | 0.17 | 0.0046 |
| 240 | 2.67 | 2.5 | 0.076 | 0.0012 |
| 480 | 7.84 | 1.4 | 0.016 | 0.00013 |

The cutoff is that of the Neumann states. At 0.35 eV the full result is $T=3.03$, since several subbands conduct. With $M=120$, a tenth of the states, the correction reduces the largest error by $0.168/0.00458\approx37$.

Absolute error hides the tunnelling range. At 0.10 eV the full $T$ is 0.00649; plain truncation at $M=120$ gives 0.00911, which is 40% too high, and the corrected value 0.00635 is 2% too low. At 0.20 eV the corrected error vanishes by construction, because $E=E_r$.

The plain error falls faster than $1/k_c$. From $M=60$ to 240 the cutoff energy rises by a factor 3.5, so $k_c$, with subband energies ignored, rises by about 1.9, while the error falls by 5.1. Part of this is the grid form of the tail: inserting $4t\sin^2(\theta/2)=0.772$ and $2.671$ eV in the cotangent formula gives a fall of 2.6. A contribution of second order in the tail, as in the two-site result $1-T=\sin^2(ka/2)$, may account for part of the rest; that is a conjecture. The $1/k_c$ law is established here for the closed contact Green function $g_C$, not for the maximum error of $T$.

Halving both grid steps changes $T$ by up to 0.067 at the six energies, and the values quoted above are not converged in the grid to the digits shown: the fine-grid limit is 2.53 instead of 2.62 at 0.30 eV, 3.00 instead of 3.03 at 0.35 eV, and 0.00643 instead of 0.00649 at 0.10 eV. The largest corrected $M=120$ error is about fifteen times smaller, so where $T$ is of order one the grid, not the number of eigenstates, limits the accuracy. In the tunnelling range it is otherwise: at 0.10 eV the grid error is about 1%, below the 2% of the corrected $M=120$ value.

Keeping eight lead modes per contact, with all eigenstates, changes $T$ by no more than $2\times10^{-13}$. The omitted modes are closed. Their decay between gate and contact and their weak coupling through the smooth gate field probably explain so small a change; the two effects were not separated.

## Stability and failure modes

- **Cutoff too low.** Discarded states must lie well above the window. At $M=30$ the cutoff is 0.43 eV, close to the window top, and even the corrected error is 0.22. A discarded closed state inside the window would have given $g_C$ a pole there, which a constant cannot replace.
- **Fast waves at a contact.** The expansion parameter contains the local $k$. At 0.35 eV an electron in the drain has up to 0.55 eV of kinetic energy, so drain bias raises the expansion parameter at that contact. The largest error of $T$ need not grow steadily with bias.
- **Energy on a closed eigenvalue.** There $g$ diverges although $G$ generally stays finite. At a distance $\delta$ from the level, rounding in the large term of $g$ can contaminate the rest in proportion to $1/\delta$; if this shows, shift $E$ slightly. The choice of $E_r$ is more delicate, because two large terms from different calculations are subtracted. A small error $\eta$ in the level changes a term $w/\delta$ by about $w\eta/\delta^2$, so the error left in the static term can grow as $1/\delta^2$. Keep $E_r$ away from closed levels.
- **Potential not flat at the contacts.** The lead self-energy assumes a uniform continuation. If the barrier reaches the contact, the artificial step there reflects, and no number of eigenstates removes it.
- **A passed flux check.** With $M=30$, $T+R$ equals the number of open modes to $2\times10^{-15}$ at the six energies, while plain $T$ is wrong by up to 0.85 in the window.

## How far the model is from a transistor

The geometry is that of a strongly scaled device; the 0.2 V drain bias is low compared with logic supplies of very roughly 0.7 V. Coherent transport is only a rough approximation even at this length. For a rough mobility of 1000 cm²/Vs at 300 K the mean free path $\ell_0$, in the nondegenerate limit, is about 27 nm. The field-free estimate $\ell_0/(\ell_0+\ell)$ for a channel $\ell=10$ nm gives $27/37=0.73$, a reduction of about a quarter. Nonparabolicity, roughly 0.4 eV⁻¹, gives 0.22 at the highest drain energy and raises $k$ there by $\sqrt{1.22}$, or 10%. Wave penetration into the oxide (wall roughly 3 eV, mass roughly $0.5\,m_e$) lowers the heavy-mass subband energies of the normal valley by about 5%. With hard walls the oblique L valleys open at 0.26 eV in the source and near 0.41 eV over the barrier. Their confinement mass is light, about $0.09\,m_e$, so penetration matters far more for them: matching $\psi'/m$ at the same wall gives about 0.13 eV in the source and 0.28 eV over the barrier. They would then conduct in the upper part of the window, so the single-valley $T$ is not the whole transmission of a real film. The $\Delta$ valleys, roughly 0.2 eV above L in the bulk, are also left out. A sheet charge of $10^{12}$ cm⁻², if spread evenly over the film thickness, bends the bands across the film by about 6 meV; the potential drop it causes in the gate oxide is not included and can be larger. A current calculation must average $T$ over a thermal spread of order 26 meV. Band-to-band tunnelling is closed in energy by 0.28 eV, judged with the bulk gap; by the same estimate it would open above about $0.20+0.28=0.48$ V. The program contains the rough material inputs behind these estimates, and its output lists most of the resulting values; for the oblique valleys it gives the hard-wall figures only.

## Numbers as computed

```
masses long, trans (rough): 1.6, 0.08 m_e
device length, film thickness: 24.0, 4.0 nm
gate from, to, edge width: 7.0, 17.0, 1.5 nm
barrier 0.15 eV, drain bias 0.2 V, gate field 0.2 MV/cm
grid steps x, z: 0.300, 0.250 nm; hopping t 5.292 eV
sites N 1200, contact sites 30, E_ref 0.2 eV
source subbands 1-5 (eV): [0.0146 0.058  0.1284 0.2232 0.3387]
window 0.05 to 0.35 eV, 61 energies
closed states below window top: 25
E(eV)  T all states  T M=120 plain  T M=120 corrected
0.10  0.00649  0.00911  0.00635
0.15  0.13709  0.14835  0.13698
0.20  1.09871  1.07905  1.09871
0.25  1.97483  1.88952  1.97390
0.30  2.61932  2.45143  2.61474
0.35  3.02811  2.92507  3.02744
largest |error of T| in window:
M  Neumann cutoff(eV)  hard wall  Neumann  corrected
30  0.425  2.89e+00  8.51e-01  2.21e-01
60  0.772  2.80e+00  3.89e-01  2.04e-02
120  1.370  2.73e+00  1.68e-01  4.58e-03
240  2.671  2.49e+00  7.62e-02  1.18e-03
480  7.844  1.35e+00  1.59e-02  1.31e-04
CBR vs scattering waves, T and R: 7.3e-14
contact block vs direct solve, relative: 2.1e-14
flux imbalance with only M=30: 1.8e-15
sparse vs full eigensolver, M=120: 1.1e-13
error with 8 modes per contact: 1.8e-13
change of T on halved grid steps: 0.0667
chain: N 1200, M 48, E 0.25 eV, t 1190.6 eV
chain k source, k cutoff: 0.7245, 6.2177 1/nm
Neumann tail sum, law: -3.90976e-03, -3.89090e-03 1/eV
hard-wall tail sum, law: -7.72950e-04, -7.72155e-04 1/eV
corrected tail sum, law: -3.93270e-06, -3.89221e-06 1/eV
|Sigma_N*tail|: 0.0675; (2/pi)k/k_c: 0.0742
|Sigma*tail| for hard wall: 0.9203
chain T all states 0.970888, Neumann 0.958920
chain T corrected 0.970879, hard wall 8.20e-07
oblique valleys open: source 0.263, barrier 0.413 eV
nonparabolicity 0.40 1/eV; times top drain energy 0.22
band-to-band overlap (negative = closed): -0.276 eV, gap 0.66 eV
mean free path 27.2 nm at mobility 1000 cm2/Vs
wall penetration 0.050 nm per side, subband shift -5.0 %
charge bending 5.65 meV at 1e+12 cm^-2
thermal energy 25.85 meV at 300 K
```
